\section*{Barrier height in completely depleted grains and its range of validity}

\section{The choice to be made in a calculation}

A transport calculation that treats the grain boundaries of a polycrystalline film as barriers needs their height, and it must decide which law supplies it. If the grain is completely depleted, the barrier rises in proportion to the donor density $N$. If the boundary traps are full and the grain has a neutral core, the barrier falls roughly as $1/N$ while it is much larger than $kT$. The wrong branch gives the wrong trend and, away from the density where the two laws meet, the wrong size.

For a completely depleted grain of width $L$ and permittivity $\varepsilon$, the potential drop from centre to boundary and the electron barrier energy are
\begin{equation}
V_1=\frac{eNL^2}{8\varepsilon},\qquad
E_1=eV_1=\frac{e^2NL^2}{8\varepsilon}.
\label{eq:main}
\end{equation}
Here $e>0$, so $V_1$ in volts and $E_1$ in electronvolts have the same numerical value. Complete depletion requires enough boundary traps to take all the donor electrons, $NL\leq N_t$ for a trap density $N_t$ per unit area, but this does not suffice. The traps must also be deep enough to hold the electrons, so that the density $n_0$ left at the grain centre is much smaller than $N$. A criterion that uses input parameters alone is given in Eq.~\eqref{eq:criterion}.

\section{Depleted grain}

The film is modelled as a periodic stack of slabs. One grain occupies $-L/2<x<L/2$, and its donors are uniform and fully ionized. Each boundary plane has $N_t$ acceptor-like traps per unit area, neutral when empty and of charge $-e$ when filled. The boundary has no thickness, there is no other charge, and no current flows.

With free electrons neglected, Poisson's equation for the potential $\phi$ inside the grain is
\begin{equation}
\phi''(x)=-\frac{eN}{\varepsilon}.
\end{equation}
The field is $F=-\phi'$, hence $F'=eN/\varepsilon$. Symmetry about the centre requires $F(0)=0$. Integrating once and then again gives
\begin{align}
F(x)&=\frac{eNx}{\varepsilon},\\
\phi(0)-\phi(x)&=\int_0^xF(x')\,dx'=\frac{eNx^2}{2\varepsilon}.
\label{eq:parabola}
\end{align}
At $x=L/2$ the factor is $\tfrac12(\tfrac12)^2=\tfrac18$, which is Eq.~\eqref{eq:main}. The potential is lower at the boundary. An electron has potential energy $-e\phi$, so its band edge is higher there by $E_1$.

The trap charge follows from Gauss's law. Just left of the plane at $L/2$ the field is $+eNL/(2\varepsilon)$. Just right of it, in the next grain, it is $-eNL/(2\varepsilon)$. If $f$ is the filled fraction of the traps,
\begin{equation}
\varepsilon\left(-\frac{eNL}{2\varepsilon}-\frac{eNL}{2\varepsilon}\right)=-eN_tf
\quad\Rightarrow\quad f=\frac{NL}{N_t}.
\label{eq:fill}
\end{equation}
Each boundary takes electrons from half a grain on either side. Here $N_t$ counts all traps in the shared plane, not those on one face. Since $f$ cannot exceed one, complete depletion requires $NL\leq N_t$.

A Fourier sum gives the same drop without integrating across a grain. With $q_m=2\pi m/L$, the donors and the periodic trap sheets have charge density
\begin{equation}
\rho(x)=-2eN\sum_{m=1}^{\infty}\cos[q_m(x-L/2)],
\end{equation}
because the uniform parts cancel by neutrality. Poisson's equation divides each term by $\varepsilon q_m^2$. Therefore
\begin{align}
\phi(0)-\phi(L/2)
&=-\frac{2eN}{\varepsilon}\sum_{m=1}^{\infty}\frac{(-1)^m-1}{q_m^2}\nonumber\\
&=\frac{eNL^2}{\pi^2\varepsilon}\sum_{m\ \mathrm{odd}}\frac1{m^2}
=\frac{eNL^2}{8\varepsilon},
\end{align}
where the last sum is $\pi^2/8$.

The factor $1/8$ belongs to slabs. For a neutral sphere of diameter $L$ with its trap charge spread evenly over its surface, Gauss's law gives $F(r)=eNr/(3\varepsilon)$. Integration to $r=L/2$ then gives a drop $eNL^2/(24\varepsilon)$, one third of the slab value.

\section{How much do free electrons change the barrier?}

Let $E_c(x)$ be the conduction-band edge, $E_F$ the Fermi level and $N_c$ the effective density of states. Boltzmann statistics give $n=N_c\exp[-(E_c-E_F)/kT]$. Define
\begin{equation}
u(x)=\frac{E_c(x)-E_c(0)}{kT},\quad
r=\frac{n_0}{N},\quad
\lambda^2=\frac{\varepsilon kT}{e^2N}.
\end{equation}
Then $n=n_0e^{-u}$. Since $u''=-(e/kT)\phi''$ and $\phi''=-(e/\varepsilon)(N-n)$,
\begin{equation}
u''=\frac{1-re^{-u}}{\lambda^2},\qquad u(0)=u'(0)=0.
\label{eq:pb}
\end{equation}

The ratio $r$ lies between zero and one. If $r>1$, $u$ starts downward, $e^{-u}$ grows, and $u''$ stays negative. The boundary would then need positive charge, which these traps cannot supply. If $r=1$, then $u=0$ everywhere and the trap charge vanishes, whereas the occupancy at nonzero temperature is positive. For $r<1$, $u$ starts upward, and while $u\geq0$ its second derivative is at least $(1-r)/\lambda^2>0$. Thus $u$ remains nonnegative, $0<e^{-u}\leq1$, and
\begin{equation}
\frac{1-r}{\lambda^2}\leq u''\leq\frac1{\lambda^2}.
\end{equation}
Two integrations from $0$ to $L/2$ multiply the outer terms by $L^2/8$. Multiplication by $kT$, with $kT/\lambda^2=e^2N/\varepsilon$, gives
\begin{equation}
(1-r)E_1\leq E_B\leq E_1,
\label{eq:bound}
\end{equation}
where $E_B=kT\,u(L/2)$ is the barrier with free electrons included. The error of Eq.~\eqref{eq:main}, relative to $E_1$, is therefore at most $r$.

One integration gives a similar bound for the trap charge. Neutrality of a period reads
\begin{equation}
N_tf=\int_{-L/2}^{L/2}(N-n)\,dx=2N\lambda^2u'(L/2),
\label{eq:gauss}
\end{equation}
and hence
\begin{equation}
(1-r)NL\leq N_tf\leq NL.
\label{eq:fbound}
\end{equation}
For $NL>N_t$, the left inequality and $f\leq1$ give $r\geq1-N_t/(NL)$. Full traps cannot remove all the electrons.

\section{A depletion criterion from the trap depth}

Let the trap level lie $E_d$ below the band edge at the boundary. An empty trap has statistical weight 1, and a filled one has weight $g\exp[(E_F-E_t)/kT]$, with $g=2$ when the neutral trap has no unpaired spin and the captured electron may have either spin. A trap that is paramagnetic when neutral and spin-paired when charged has $g=1/2$ instead. The ratio of filled to empty traps is
\begin{equation}
\frac{f}{1-f}=g\exp\left(\frac{E_F-E_t}{kT}\right).
\end{equation}
Insert $E_t=E_c(0)+E_B-E_d$ and $E_F=E_c(0)+kT\ln(n_0/N_c)$, then solve for $n_0$:
\begin{equation}
n_0=\frac{N_c}{g}\frac{f}{1-f}
\exp\left(\frac{E_B-E_d}{kT}\right).
\label{eq:n0}
\end{equation}
A higher barrier raises the trap level relative to the grain centre, which makes it easier for electrons to remain in the grain.

Suppose $NL<N_t$. The right side of Eq.~\eqref{eq:n0} increases with both $f$ and $E_B$. By Eqs.~\eqref{eq:bound} and \eqref{eq:fbound}, these are no larger than $NL/N_t$ and $E_1$. Replacing them by these upper limits and dividing by $N$ gives
\begin{equation}
r\leq R\equiv
\frac{N_cL}{g(N_t-NL)}
\exp\left(\frac{E_1-E_d}{kT}\right).
\label{eq:criterion}
\end{equation}
Every quantity in $R$ is an input. If $R\ll1$, Eq.~\eqref{eq:main} has a relative error no greater than $R$. If the barrier is to enter an exponential, its absolute error must be small compared with $kT$, for which $RE_1/kT\ll1$ is sufficient. A large $R$ is not a value for $n_0/N$. It means that the depleted law has not been justified and that the coupled equations should be solved.

Two limits follow. As $NL$ approaches $N_t$, the denominator vanishes and the criterion ceases to be useful. As $L$ grows at fixed $N$, $E_1$ grows as $L^2$ and can approach $E_d$ before the traps are full. Checking $NL<N_t$ alone misses this second route to failure. Beyond it the barrier saturates below $E_d$ with the traps only partly filled. With the parameters of the worked example below, $L=90$ nm gives $E_1=0.92$ eV but $E_B=0.70$ eV, and $L=150$ nm gives $E_B=0.71$ eV with $f=0.78$, although $NL>N_t$. Neither simple law applies there.

The barrier must also be paired with the right prefactor. The electron density at the boundary is $n_B=n_0\exp(-E_B/kT)$, and Eq.~\eqref{eq:n0} turns this into
\begin{equation}
n_B=\frac{N_c}{g}\frac{f}{1-f}\exp\left(-\frac{E_d}{kT}\right).
\end{equation}
In the depleted regime $f=NL/N_t$ is fixed by the doping. The exponential in $n_B$ then contains $E_d$, not $E_B$. Using $N\exp(-E_B/kT)$ instead overestimates $n_B$ by the factor $1/r$.

\section{Full traps and a neutral core}

Multiply Eq.~\eqref{eq:pb} by $u'$. The left side is the derivative of $(u')^2/2$, and the right side is that of $(u+re^{-u})/\lambda^2$. Integration from the centre gives
\begin{equation}
\frac{(u')^2}{2}=\frac{u-r(1-e^{-u})}{\lambda^2}.
\end{equation}
At the boundary, Eq.~\eqref{eq:gauss} gives $u'=N_tf/(2N\lambda^2)$. Substituting this, solving for $u(L/2)$ and multiplying by $kT$ yields
\begin{equation}
E_B=\frac{e^2N_t^2f^2}{8\varepsilon N}
+r\,kT\left(1-e^{-E_B/kT}\right).
\label{eq:identity}
\end{equation}
This holds in both regimes of the model. For $r\to0$ and $f=NL/N_t$ it returns $E_1$. For full traps, a neutral centre ($r\to1$) and $E_B\gg kT$, it becomes
\begin{equation}
E_B\simeq E_2+kT,\qquad E_2=\frac{e^2N_t^2}{8\varepsilon N}.
\label{eq:filled}
\end{equation}
The term $E_2$ is the sharp-edge depletion result: each side of a boundary is depleted over $w=N_t/(2N)$, and $e^2Nw^2/(2\varepsilon)=E_2$. The added $kT$ comes from the gradual electron profile that replaces the sharp edge.

Setting $E_1=E_2$ gives $N^*=N_t/L$ and a common value $e^2N_tL/(8\varepsilon)$. At fixed $L$ this is where the rising law hands over to the falling one, provided $E_d$ exceeds the common value by many $kT$. With the parameters of the worked example below, the common value is 0.452 eV. The largest barrier comes close to it for $E_d=0.80$ eV but is only about 0.41 eV for $E_d=0.55$ eV and 0.35 eV for $E_d=0.45$ eV.

\section{Implementation}

For $NL<N_t$, evaluate $R$ and use $E_1$ if both $R$ and $RE_1/kT$ are below the chosen tolerances. For $NL>N_t$, Eq.~\eqref{eq:filled} may be used if $E_2\gg kT$, the half-width of the core, $L/2-w$, is several $\lambda$, and the traps are full. The last condition can be checked by putting $n_0\simeq N$ and $E_B\simeq E_2+kT$ in
\begin{equation}
\frac{1-f}{f}=\frac{N_c}{gn_0}\exp\left(\frac{E_B-E_d}{kT}\right),
\label{eq:empty}
\end{equation}
which must be small. In the remaining cases, solve for $r$ numerically.

For a trial $r$, integrate Eq.~\eqref{eq:pb} from the centre to $L/2$. Compare the occupancy from trap statistics with that from Eq.~\eqref{eq:gauss}. There is one root. To see this, take $r_1<r_2$ with solutions $u_1,u_2$. Their difference starts upward, and while $u_1\geq u_2$,
\begin{equation}
\lambda^2(u_1-u_2)''=r_2e^{-u_2}-r_1e^{-u_1}>0,
\end{equation}
so $u_1$ stays above $u_2$ and has the larger slope. Raising $r$ thus lowers the occupancy required by Gauss's law. It also raises the statistical occupancy, since $n_0$ increases and $E_B$ decreases. As $r\to0$ the statistical value is the smaller of the two, and as $r\to1$ it is the larger, so the curves cross once.

Since $r$ may be tiny or very close to one, $s=\ln[r/(1-r)]$ is a convenient unknown. Writing $1-re^{-u}=(1-e^{-u})+(1-r)e^{-u}$, with $1-r$ computed directly from $s$, avoids loss of digits near a neutral centre.

\section{Worked example}

The round model parameters are $L=40$ nm, relative permittivity 10, $N=5\times10^{17}$ cm$^{-3}$, $N_t=5\times10^{12}$ cm$^{-2}$, $N_c=10^{19}$ cm$^{-3}$, $E_d=0.80$ eV, $g=2$ and $T=300$ K, for which $kT=0.02585$ eV. They represent no particular material.

The filled trap density is $NL=2\times10^{12}$ cm$^{-2}$, so $f=2/5=0.40$. The boundary field is $eNL/(2\varepsilon)=1.81\times10^7$ V/m. The field rises linearly from zero, so its mean over the half-width is half this value:
\begin{equation}
V_1=\tfrac12(1.81\times10^7\ \mathrm{V/m})(20\times10^{-9}\ \mathrm m)=0.181\ \mathrm V.
\end{equation}
The barrier energy is $E_1=0.181$ eV, or $2.90\times10^{-20}$ J.

For the criterion, $N_cL=4\times10^{13}$ cm$^{-2}$ and $N_t-NL=3\times10^{12}$ cm$^{-2}$, hence
\begin{equation}
R=\frac{40}{2\times3}\exp\left(\frac{0.181-0.800}{0.02585}\right)
\simeq2.7\times10^{-10}.
\end{equation}
The centre keeps about $1.3\times10^8$ electrons per cm$^3$, and the depleted law is safe within the model. The nonlinear solution gives the same barrier and the same $n_0$ to the digits quoted. Using $N$ in place of $n_0$ as the prefactor for $n_B$ would be wrong by a factor of about $4\times10^9$.

Varying $N$ at fixed $L$ gives the following values, with $N^*=1.25\times10^{18}$ cm$^{-3}$.

\begin{center}
\begin{tabular}{ccccc}
$N$ (cm$^{-3}$) & $E_B$ (eV) & $E_1$ (eV) & $f$ & $r$\\
\hline
$2.5\times10^{17}$ & 0.090 & 0.090 & 0.200 & $6.0\times10^{-12}$\\
$5.0\times10^{17}$ & 0.181 & 0.181 & 0.400 & $2.7\times10^{-10}$\\
$1.0\times10^{18}$ & 0.362 & 0.362 & 0.800 & $8.7\times10^{-7}$\\
$1.25\times10^{18}$ & 0.4515 & 0.4524 & 0.999 & $5.1\times10^{-3}$\\
$2.5\times10^{18}$ & 0.252 & 0.905 & 1.000 & 0.98
\end{tabular}
\end{center}

In the first three rows the barrier doubles with $N$. At $N^*$ it lies 0.2\% below $E_1$, within the 0.5\% allowed by Eq.~\eqref{eq:bound}. At the last density, $E_1$ is too large by a factor of 3.6. There $w=10$ nm, which leaves a core 20 nm wide. The filled-trap law gives $E_2=0.226$ eV, and the solved barrier exceeds it by 0.0253 eV. Equation~\eqref{eq:identity} accounts for this excess: $r\,kT=0.98\times0.02585$ eV $=0.0253$ eV. Equation~\eqref{eq:empty} gives an empty trap fraction of order $10^{-9}$.

Now return to $N=5\times10^{17}$ cm$^{-3}$ and reduce the trap depth to 0.15 eV. The condition $NL<N_t$ is unchanged, but
\begin{equation}
R=\frac{40}{6}\exp\left(\frac{0.181-0.150}{0.02585}\right)\simeq22,
\end{equation}
so the criterion rejects the depleted law. The coupled solution has $f=0.28$, $r=0.63$ and $E_B=0.103$ eV, which is 57\% of $E_1$. Most traps are empty, yet the grain is not completely depleted: the fraction of its electrons that remains, $1-fN_t/(NL)$, is about 30\%. The two terms of Eq.~\eqref{eq:identity} are 0.087 eV and 0.016 eV. The second term is positive, but this does not mean that free electrons raise the barrier. They screen the donors and lower it from 0.181 eV to 0.103 eV.

The bounds in Eq.~\eqref{eq:bound} and the identity in Eq.~\eqref{eq:identity} were tested on all six nonlinear solutions, and each satisfied them within the numerical tolerance.

\section{Limits of the model}

The bounds above refer to the stated model and not to a measured film. At the main donor density the mean donor spacing $N^{-1/3}$ is about 13 nm, roughly a third of the grain width. A uniform donor charge is therefore an average, and the model does not describe local variations of the barrier. At the highest density $n_0/N_c$ is about 0.25, so Boltzmann statistics are approximate there. Fermi--Dirac statistics for a parabolic band raise that barrier by about 0.001 eV, from 0.2515 to 0.2525 eV. The value of $g$ matters too: $g=1/2$ leaves the deep-trap barrier at 0.181 eV but lowers the shallow-trap one from 0.103 to 0.079 eV. Holes are ignored, which needs a wide gap when the traps are deep. For a gap of 1.12 eV and a valence-band density of states equal to $N_c$, the main example keeps its barrier but has about $10^{11}$ holes per cm$^3$ at the centre and $10^{14}$ at the boundary, far more than the electrons. The barrier height also does not fix the current alone, because these barriers are thin. A WKB estimate with the mass $0.54\,m_e$ implied by $N_c$ for one valley raises the flux above the thermionic value by a factor of about 1.8 at the main density and about 3 at the two highest densities, and by more for lighter masses. Incomplete donor ionization, a spread of trap energies or fixed boundary charge changes the charge balance and requires the corresponding terms in Poisson's equation or in the trap occupancy.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS
grain width L = 40.0 nm
relative permittivity = 10.0
donor density N = 5.000e+17 cm^-3
trap density Nt = 5.000e+12 cm^-2
effective density of states Nc = 1.000e+19 cm^-3
trap depth Ed = 0.80 eV, degeneracy g = 2
temperature = 300 K, kT = 0.02585 eV
MAIN CASE
barrier from formula = 0.18095 eV
barrier in joules = 2.8992e-20 J
barrier from Fourier sum = 0.18095 eV
barrier from nonlinear solution = 0.18095 eV
drop from centre to L/4 = 0.04524 V
boundary field magnitude = 1.8095e+07 V/m
filled trap density NL = 2.000e+12 cm^-2
trap occupancy = 0.40000
Debye length at density N = 5.345 nm
centre electron density, estimate = 1.3284e+08 cm^-3
centre electron density, solution = 1.3284e+08 cm^-3
DOPING SERIES AT FIXED L
threshold N* = Nt/L = 1.250e+18 cm^-3
barrier where depletion laws meet = 0.45238 eV
N (cm^-3) | solved barrier (eV) | depleted law (eV) | f | n0/N
2.500e+17 | 0.09048 | 0.09048 | 0.20000 | 6.018e-12
5.000e+17 | 0.18095 | 0.18095 | 0.40000 | 2.657e-10
1.000e+18 | 0.36190 | 0.36190 | 0.80000 | 8.736e-07
1.250e+18 | 0.45153 | 0.45238 | 0.99891 | 5.132e-03
2.500e+18 | 0.25152 | 0.90476 | 1.00000 | 9.799e-01
filled-trap law at last N = 0.22619 eV
solved barrier minus filled-trap law = 0.02533 eV
SHALLOW-TRAP CASE, MAIN DONOR DENSITY
trap depth = 0.15 eV
solved barrier = 0.10304 eV
solved barrier / depleted law = 0.5695
trap occupancy = 0.2777
centre density ratio n0/N = 0.6251
n0/N from depleted estimate = 22.0733
\end{verbatim}
